**Intercepts of a square-root Tauc plot for an indirect gap**

The program builds the phonon-assisted absorption spectrum for a gap $G$, one phonon energy $P$ and temperature $T$, using ladder-operator matrix elements and a numerical convolution of the densities of states. It asserts that the plot of $\sqrt{\alpha E}$ against photon energy $E$ is straight between $G-P$ and $G+P$ with intercept $G-P$, and that the isolated emission part has intercept $G+P$. It also compares the tangent intercept of the raw upper segment with its formula and with the limit $G+P\tanh(P/2kT)$. The quadratic pair density is compared with an explicit count of states on wavevector grids. For $G=1.1$ eV, $P=50$ meV and $T=300$ K, the output shows intercepts of 1.0500 eV for the lower segment, 1.1290 eV for the raw upper segment and 1.1500 eV for the emission part. The half-sum of the first and last returns the gap. With the gap held fixed, the raw upper intercept falls from 1.1494 eV at 100 K to 1.1137 eV at 500 K.

## Check in Python

```python
"""Intercepts of a square-root Tauc plot for phonon-assisted indirect absorption.

Result under test, for gap G, one phonon energy P, temperature T and
ordinate y(E) = sqrt(alpha * E), where E is the photon energy:
  * for G-P < E < G+P the plot is straight with intercept G-P;
  * the phonon-emission part, isolated by subtraction, has intercept G+P;
  * the raw upper segment has a tangent intercept
        G + P*(x - a*P)/(a*x - P),  x = E-G,  a = coth(P/2kT),
    which tends to G + P*tanh(P/2kT) at large x.
The spectrum is built from its definition: thermal ladder-operator matrix
elements and a numerical convolution of two square-root densities of states.
Energies are in eV; the constant optical coupling is set to 1, so y is in eV.
The check of the pair density by counting k points uses atomic units.
"""
from functools import lru_cache

import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

GAP = 1.1
PHONON = 0.050
ROOM = 300.0
K_B = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


def pair_density(excess):
    """Convolution of sqrt(e) and sqrt(excess-e), by quadrature."""
    if excess <= 0:
        return 0.0
    return quad(lambda e: 1.0, 0, excess, weight="alg", wvar=(0.5, 0.5))[0]


@lru_cache(maxsize=None)
def phonon_weights(temperature):
    """Thermal strengths of b + b^dagger for losing or gaining one phonon."""
    levels = 120
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    boltzmann = np.exp(-np.arange(levels) * PHONON / (K_B * temperature))
    boltzmann /= boltzmann.sum()
    strength = (lower + lower.T) ** 2 * boltzmann[None, :]
    return np.trace(strength, offset=1), np.trace(strength, offset=-1)


def ordinate(energy, temperature):
    absorb, emit = phonon_weights(temperature)
    return np.sqrt(absorb * pair_density(energy - GAP + PHONON)
                   + emit * pair_density(energy - GAP - PHONON))


def line_fit(x, y):
    """Least-squares line: intercept with the energy axis, slope, residual."""
    slope, offset = np.polyfit(x - x.mean(), y, 1)
    residual = np.max(np.abs(y - offset - slope * (x - x.mean())))
    return x.mean() - offset / slope, slope, residual


def tangent_intercept(energy, temperature, step=5e-5):
    slope = (ordinate(energy + step, temperature)
             - ordinate(energy - step, temperature)) / (2 * step)
    return energy - ordinate(energy, temperature) / slope


def k_grid_energies(masses, top, spacing):
    """Sorted parabolic energies below top on a shifted cubic k grid."""
    axes = []
    for mass, shift in zip(masses, (0.31, 0.17, 0.43)):
        reach = int(np.sqrt(2 * mass * top) / spacing) + 2
        k = (np.arange(-reach, reach + 1) + shift) * spacing
        axes.append(k**2 / (2 * mass))
    e = (axes[0][:, None, None] + axes[1][None, :, None]
         + axes[2][None, None, :]).ravel()
    return np.sort(e[e < top])


# Pair density: explicit count of valence-conduction pairs against pi*D^2/8.
spacing = 0.004
mass_c, mass_v = (0.2, 0.2, 0.9), (0.5, 0.5, 0.5)
cond = k_grid_energies(mass_c, 0.010, spacing)
val = k_grid_energies(mass_v, 0.010, spacing)


def pairs_below(limit):
    return int(np.searchsorted(val, limit - cond, side="left").sum())


dos_c, dos_v = (4 * np.sqrt(2) * np.pi * np.sqrt(np.prod(m)) / spacing**3
                for m in (mass_c, mass_v))
count_rows = []
for low, high in ((0.004, 0.006), (0.008, 0.010)):
    counted = pairs_below(high) - pairs_below(low)
    predicted = quad(lambda d: np.pi / 8 * dos_c * dos_v * d**2, low, high)[0]
    assert abs(counted / predicted - 1) < 0.01  # finite k-grid error
    count_rows.append((low, high, counted, predicted))
for excess in (0.03, 0.2, 1.7):
    assert abs(pair_density(excess) / (np.pi * excess**2 / 8) - 1) < 1e-9

# Phonon factors: matrix average against the Bose-Einstein formula.
for temp in (100.0, 300.0, 500.0):
    bose = 1 / np.expm1(PHONON / (K_B * temp))
    absorb, emit = phonon_weights(temp)
    assert abs(absorb - bose) < 1e-10 and abs(emit - bose - 1) < 1e-10

# Lower segment: exactly straight, intercept gap minus phonon.
low_e = np.linspace(1.06, 1.14, 41)
low_y = np.array([ordinate(e, ROOM) for e in low_e])
low_cut, low_slope, low_res = line_fit(low_e, low_y)
assert low_res < 1e-9
assert abs(low_cut - (GAP - PHONON)) < 1e-8

# Upper segment: raw fit, then emission part after subtraction.
up_e = np.linspace(1.20, 1.40, 41)
up_y = np.array([ordinate(e, ROOM) for e in up_e])
raw_cut, raw_slope, raw_res = line_fit(up_e, up_y)
em_y = np.sqrt(up_y**2 - (low_slope * (up_e - low_cut)) ** 2)
em_cut, em_slope, em_res = line_fit(up_e, em_y)
assert em_res < 1e-8
assert abs(em_cut - (GAP + PHONON)) < 1e-7
gap_found, phonon_found = (em_cut + low_cut) / 2, (em_cut - low_cut) / 2
assert abs(gap_found - GAP) < 1e-7 and abs(phonon_found - PHONON) < 1e-7
slope_ratio = (low_slope / em_slope) ** 2
assert abs(slope_ratio - np.exp(-PHONON / (K_B * ROOM))) < 1e-6

# Tangent intercept of the raw upper segment against its formula.
a_room = 1 / np.tanh(PHONON / (2 * K_B * ROOM))
tangent_rows = []
for x in (0.0502, 0.06, 0.10, 0.20, 0.30):
    numeric = tangent_intercept(GAP + x, ROOM)
    formula = GAP + PHONON * (x - a_room * PHONON) / (a_room * x - PHONON)
    assert abs(numeric - formula) < 2e-6  # finite-difference error
    tangent_rows.append((GAP + x, numeric))
cuts = [row[1] for row in tangent_rows]
assert all(b > a for a, b in zip(cuts, cuts[1:]))
accident = brentq(lambda e: tangent_intercept(e, ROOM) - GAP,
                  GAP + PHONON + 0.001, GAP + 0.3)
assert abs(accident - (GAP + a_room * PHONON)) < 5e-6

# Limit at large energy, and drift of the raw fit at a fixed gap.
drift_rows = []
for temp in (10.0, 100.0, 300.0, 500.0):
    limit = GAP + PHONON * np.tanh(PHONON / (2 * K_B * temp))
    far = tangent_intercept(GAP + 1000.0, temp, step=1.0)
    assert abs(far - limit) < 5e-6  # remainder falls as 1/energy
    fit = line_fit(up_e, np.array([ordinate(e, temp) for e in up_e]))[0]
    assert fit < limit + 1e-8
    drift_rows.append((temp, fit, limit))
assert abs(drift_rows[0][1] - (GAP + PHONON)) < 1e-7
assert all(p[1] > q[1] for p, q in zip(drift_rows, drift_rows[1:]))

print(f"gap G (input): {GAP:.4f} eV = {GAP / HARTREE:.6f} hartree")
print(f"phonon energy P (input): {1000 * PHONON:.1f} meV")
print(f"temperature (input): {ROOM:.0f} K, kT = {1000 * K_B * ROOM:.3f} meV")
print(f"phonon number N: {phonon_weights(ROOM)[0]:.5f}")
print(f"a = 2N+1 = coth(P/2kT): {a_room:.5f}")
print("Pair count on k grids (window in hartree; counted; formula):")
for low, high, counted, predicted in count_rows:
    print(f"  {low:.3f}-{high:.3f}: {counted:.5e}  {predicted:.5e}")
print("Ordinate y at 300 K, coupling set to 1 (E in eV; y in eV):")
for e in (1.08, 1.12, 1.20, 1.30, 1.40):
    print(f"  {e:.2f}: {ordinate(e, ROOM):.6f}")
print("Emission part of y after subtraction (E in eV; y in eV):")
for i in (0, 20, 40):
    print(f"  {up_e[i]:.2f}: {em_y[i]:.6f}")
print("Fit windows: lower 1.06-1.14 eV, upper 1.20-1.40 eV"
      if (low_e[0], low_e[-1], up_e[0], up_e[-1]) == (1.06, 1.14, 1.2, 1.4)
      else "Fit windows changed")
print(f"lower segment: intercept {low_cut:.4f} eV, slope {low_slope:.5f}")
print(f"raw upper segment: intercept {raw_cut:.4f} eV, slope {raw_slope:.5f}")
print(f"  error if read as the gap: {1000 * (raw_cut - GAP):+.2f} meV")
print(f"  largest misfit / y at 1.40 eV: {100 * raw_res / up_y[-1]:.3f} %")
print(f"emission part: intercept {em_cut:.4f} eV, slope {em_slope:.5f}")
print(f"half-sum of intercepts (gap): {gap_found:.4f} eV")
print(f"half-difference (phonon): {1000 * phonon_found:.2f} meV")
print(f"squared slope ratio lower/emission: {slope_ratio:.5f}")
print(f"exp(-P/kT): {np.exp(-PHONON / (K_B * ROOM)):.5f}")
print("Tangent intercept at 300 K (tangent point in eV; intercept in eV):")
for e, cut in tangent_rows:
    print(f"  {e:.4f}: {cut:.4f}")
print(f"tangent hits the gap by accident at E = {accident:.4f} eV")
print("Raw upper fit at fixed gap (T in K; fit in eV; limit in eV):")
for temp, fit, limit in drift_rows:
    print(f"  {temp:.0f}: {fit:.4f}  {limit:.4f}")
print("all assertions hold")
```

It prints:

```
gap G (input): 1.1000 eV = 0.040424 hartree
phonon energy P (input): 50.0 meV
temperature (input): 300 K, kT = 25.852 meV
phonon number N: 0.16898
a = 2N+1 = coth(P/2kT): 1.33797
Pair count on k grids (window in hartree; counted; formula):
  0.004-0.006: 1.02914e+08  1.02915e+08
  0.008-0.010: 3.30411e+08  3.30411e+08
Ordinate y at 300 K, coupling set to 1 (E in eV; y in eV):
  1.08: 0.007728
  1.12: 0.018032
  1.20: 0.051388
  1.30: 0.120318
  1.40: 0.191886
Emission part of y after subtraction (E in eV; y in eV):
  1.20: 0.033877
  1.30: 0.101631
  1.40: 0.169385
Fit windows: lower 1.06-1.14 eV, upper 1.20-1.40 eV
lower segment: intercept 1.0500 eV, slope 0.25760
raw upper segment: intercept 1.1290 eV, slope 0.70583
  error if read as the gap: +28.98 meV
  largest misfit / y at 1.40 eV: 0.656 %
emission part: intercept 1.1500 eV, slope 0.67754
half-sum of intercepts (gap): 1.1000 eV
half-difference (phonon): 50.00 meV
squared slope ratio lower/emission: 0.14456
exp(-P/kT): 0.14456
Tangent intercept at 300 K (tangent point in eV; intercept in eV):
  1.1502: 1.0514
  1.1600: 1.0886
  1.2000: 1.1198
  1.3000: 1.1306
  1.4000: 1.1332
tangent hits the gap by accident at E = 1.1669 eV
Raw upper fit at fixed gap (T in K; fit in eV; limit in eV):
  10: 1.1500  1.1500
  100: 1.1494  1.1497
  300: 1.1290  1.1374
  500: 1.1137  1.1261
all assertions hold
```
